# The Fisher–Lee relation and its velocity factors, derived in two ways

An electron wave of energy 0.12 eV enters a conducting strip 12 nm wide and 16 nm long from the left, in the lowest transverse mode. A repulsive defect scatters it into two open modes on each side. The squared moduli of the four outgoing amplitudes add up to 1.122. If the wave enters in the second mode, they add up to 0.917. Yet no electron is created or lost. The sums become 1 when each squared amplitude is multiplied by the speed of the outgoing mode and divided by that of the incoming one. The same speeds fix how these amplitudes follow from a Green function.

## Conventions

The electrons are independent and move in a fixed potential (mean field). The time factor is $e^{-iEt/\hbar}$. The retarded Green function obeys $(E+i\eta-H)G=1$ with $\eta\to0^+$. Each lead has a coordinate that grows away from the device. Channel $n$ is an outgoing mode in lead $p$, and channel $m$ an incoming mode in lead $q$. Then $A_{nm}$ is the outgoing amplitude per unit incoming amplitude, $v_n$ and $v_m$ are positive speeds, and

$$S_{nm}=A_{nm}\sqrt{v_n/v_m}. \tag{1}$$

The energy is not a mode threshold or the energy of a bound state.

## First derivation: a source in a straight lead

Let the leads be straight, with mass $m_*$ and orthonormal transverse functions $\chi_n(y)$. An open mode is $\chi_n e^{\pm ik_nx}$, with $v_n=\hbar k_n/m_*$. Place a source in mode $m$ of lead $q$, at $x_s>0$:

$$(E-H)\psi=\delta(x-x_s)\chi_m(y). \tag{2}$$

Its retarded solution is $\psi(\mathbf r)=\int G(\mathbf r;x_s,y')\chi_m(y')\,dy'$. In an infinite uniform lead, the component along $\chi_m$ would obey

$$\frac{\hbar^2}{2m_*}\left(\frac{d^2}{dx^2}+k_m^2\right)\psi_m=\delta(x-x_s).$$

The outgoing solution is $Ce^{ik_m|x-x_s|}$. Integrating across the source shows that the slope jumps by $2m_*/\hbar^2$. The slope of the trial solution jumps by $2ik_mC$, so

$$C=\frac{m_*}{i\hbar^2k_m}=-\frac{i}{\hbar v_m}. \tag{3}$$

A point source thus emits a wave whose amplitude is inversely proportional to the speed.

Between source and device the emitted wave is $Ce^{ik_mx_s}e^{-ik_mx}\chi_m$. This is an incoming wave of amplitude $Ce^{ik_mx_s}$ at the device face $x=0$. The device responds with outgoing waves $A_{nm}$ times that amplitude. These pass the source point unchanged, and everything beyond it is outgoing too, so the full solution satisfies both (2) and the retarded condition.

Define $G_{nm}=\int\!\int\chi_n^*G\chi_m\,dy\,dy'$ between the faces. Letting $x_s\to0^+$, where $G$ is continuous, gives

$$G_{nm}=C(\delta_{nm}+A_{nm}).$$

The $\delta_{nm}$ is the emitted wave itself, present when both channels are the same mode of the same lead. Since $1/C=i\hbar v_m$, we have $A_{nm}=i\hbar v_mG_{nm}-\delta_{nm}$. Multiplication by $\sqrt{v_n/v_m}$ leaves the delta term unchanged, because its two speeds are equal:

$$\boxed{S_{nm}=-\delta_{nm}+i\hbar\sqrt{v_nv_m}\,G_{nm}}. \tag{4}$$

Two limits test the signs. In a uniform strip of length $L$, $G_{nn}=-i/(\hbar v_n)$ at one face, so the reflection amplitude is $-1+1=0$. Between the faces $G_{nn}=-ie^{ik_nL}/(\hbar v_n)$, which gives the transmission amplitude $e^{ik_nL}$. The second limit is a mode that is just opening, $v_n\to0$. If $G$ stays finite there, $S_{nn}\to-1$ and the elements joining that channel to modes already open vanish as $\sqrt{v_n}$. An element joining it to a mode that opens at the same energy, such as mode $n$ of an identical second lead, vanishes as $v_n$. The new channel reflects fully. The uniform strip escapes this because its $G_{nn}$ diverges as $1/v_n$.

## Second derivation: flux projection in a periodic lead

Several orbitals per cell, or a magnetic field, can make the modes non-orthogonal and different for the two directions. Let the lead consist of identical cells $j=1,2,\ldots$, with Hamiltonian $H_0$ in each cell and block $V$ from cell $j+1$ into cell $j$. Cell 0 is the device face. A mode $\phi_j=\lambda^ju$, with $u^\dagger u=1$, satisfies

$$(E-H_0)u=\lambda Vu+\lambda^{-1}V^\dagger u. \tag{5}$$

In this section $v$ counts cells per time. For $\lambda=e^{ik}$ the group velocity is $v_g=\hbar^{-1}dE/dk$. Adding $i\eta$ to $E$ changes $k$ by $i\eta/(\hbar v_g)$, so $|\lambda|$ becomes $e^{-\eta/\hbar v_g}$. The retarded solution therefore keeps propagating modes with $v_g>0$, called $u^+$, and modes with $|\lambda|<1$. If $V$ is singular, these include $\lambda=0$: then $V^\dagger u=0$, and the mode is non-zero only in cell 0. Modes with $v_g<0$ are incoming, $u^-$.

**The flux form.** For two solutions $\phi,\psi$ at the same real energy, define

$$J[\phi,\psi]=\frac{i}{\hbar}\left(\phi_j^\dagger V\psi_{j+1}-\phi_{j+1}^\dagger V^\dagger\psi_j\right). \tag{6}$$

For $\phi=\psi$ this is the probability flow from cell $j$ to cell $j+1$. It does not depend on $j$. To see this, evaluate $\phi_j^\dagger(E-H_0)\psi_j$ once with the equation for $\psi$ and once with that for $\phi$:

$$\phi_j^\dagger V\psi_{j+1}+\phi_j^\dagger V^\dagger\psi_{j-1}
=\phi_{j+1}^\dagger V^\dagger\psi_j+\phi_{j-1}^\dagger V\psi_j.$$

Rearranged, this says that $J$ between $j$ and $j+1$ equals $J$ between $j-1$ and $j$. For two modes, however, $J$ is multiplied by $\lambda_a^*\lambda_b$ at each step. It must vanish unless $\lambda_a^*\lambda_b=1$. Open modes with different $\lambda$ are thus orthogonal in flux, even when their vectors are not orthogonal, and decaying modes have no flux with open modes or with each other. Open modes sharing one $\lambda$ are chosen to make $J$ diagonal. For one open mode,

$$\hbar J[\phi,\phi]=u^\dagger(i\lambda V-i\lambda^*V^\dagger)u=\frac{dE}{dk},$$

where the last step differentiates $H(k)=H_0+Ve^{ik}+V^\dagger e^{-ik}$ in its normalised eigenstate. The flux is the group velocity.

**The self-energy.** Let $g$ be the retarded Green function of the detached lead in its first cell. An outgoing solution is driven by its value in cell 0, so $\psi_1=gV^\dagger\psi_0$. For an outgoing or decaying mode this reads $gV^\dagger u=\lambda u$. With $\Sigma=VgV^\dagger$ it follows that $\Sigma u=\lambda Vu$. Reversing the sign of $\eta$ selects incoming modes instead and replaces $g$ by $g^\dagger$, so $\Sigma^\dagger u^-=\lambda Vu^-$. Define $\Gamma=i(\Sigma-\Sigma^\dagger)$. For two members of the outgoing-and-decaying set,

$$u_a^\dagger\Gamma u_b=i\left(\lambda_bu_a^\dagger Vu_b-\lambda_a^*u_a^\dagger V^\dagger u_b\right)=\hbar J[\phi_a,\phi_b]. \tag{7}$$

This is $\hbar v_a\delta_{ab}$ for open modes, and zero if either mode decays.

**The source.** Let $\Psi$ be the scattering state with incoming wave $\phi^-_j=\lambda^ju_m^-$ in lead $q$. Subtract $\phi^-$ from $\Psi$ in cells $j\ge1$ of that lead, and nowhere else. The remainder is outgoing in every lead. Cutting off the incoming wave leaves sources in two cells:

$$\text{cell }0:\ V\phi_1^-,\qquad
\text{cell }1:\ -\left[(E-H_0)\phi_1^--V\phi_2^-\right]=-V^\dagger\phi_0^-.$$

The remainder equals $G$ acting on these sources. For a cell $i$ of the device, faces included, nothing was subtracted, so

$$\Psi_i=G_{i0}V\phi_1^--G_{i1}V^\dagger\phi_0^-.$$

The lead columns of $G(E-H)=1$ give $G_{i1}=G_{i0}Vg$. Hence

$$\Psi_i=G_{i0}(\lambda V-\Sigma)u_m^-=G_{i0}(\Sigma^\dagger-\Sigma)u_m^-=iG_{i0}\Gamma_qu_m^-. \tag{8}$$

**The projection.** At the face of lead $p$,

$$\Psi=\delta_{pq}u_m^-+\sum_nA_{nm}u_n^++\text{decaying modes},$$

assuming that the outgoing and decaying vectors span the cell. Multiplying by $u_n^{+\dagger}\Gamma_p$ and using (7) removes all outgoing terms but one, which becomes $\hbar v_nA_{nm}$. With (8) and (1),

$$S_{nm}=\frac{i\,u_n^{+\dagger}\Gamma_pG_{pq}\Gamma_qu_m^--\delta_{pq}\,u_n^{+\dagger}\Gamma_pu_m^-}{\hbar\sqrt{v_nv_m}}. \tag{9}$$

**Return to straight leads.** On a grid of spacing $a$, a straight lead has $V=-t\,\mathbf 1$ with $t=\hbar^2/(2m_*a^2)$, and the same orthonormal vectors $\chi_n$ serve both directions. With $k_n$ and $v_n$ again in ordinary length units, $\Sigma\chi_n=-te^{ik_na}\chi_n$, so

$$\Gamma\chi_n=2t\sin(k_na)\,\chi_n=\frac{\hbar v_n}{a}\chi_n.$$

In (9) the cell speeds are $v_n/a$. The first term becomes $i(\hbar/a)\sqrt{v_nv_m}\,G_{nm}$ and the second $-\delta_{nm}$. A unit source on one grid point represents $a\,\delta(x)$, so $G_{nm}/a$ tends to the continuum function as $a\to0$, and (4) is recovered.

This limit was tested in one dimension, with mass $0.14\,m_0$ and energy 0.12 eV, on a rectangular barrier 0.15 eV high between 3.25 and 6.25 nm, with potentials 0 on its left and 0.04 eV on its right and faces at 0 and 10 nm. Matching continuous waves gives a reflection probability of 0.6585. The largest amplitude error of the grid formula falls from $2.6\times10^{-2}$ at 0.5 nm to $2.9\times10^{-3}$ and $3.2\times10^{-4}$ after two threefold refinements. The last ratio is 9.01, as expected for an error proportional to $a^2$. The barrier edges lie midway between grid points at all three spacings; edges placed elsewhere can add an error proportional to $a$.

## Why the factor must be the speed

Take two scattering states at the same energy. Inside a device with Hermitian Hamiltonian, all terms of $\Psi^\dagger(H\Psi')-(H\Psi)^\dagger\Psi'$ cancel when summed over cells, except those crossing the faces. The sum of $J[\Psi,\Psi']$ over the leads is therefore zero. Incoming modes contribute $-v_m\delta_{mm'}$, outgoing modes contribute $\sum_nA_{nm}^*v_nA_{nm'}$, and the cross terms vanish by flux orthogonality. In matrix form,

$$A^\dagger v_{\rm out}A=v_{\rm in}\quad\Longrightarrow\quad S^\dagger S=1. \tag{10}$$

Could other weights do the same? Suppose diagonal matrices satisfy $A^\dagger w_{\rm out}A=w_{\rm in}$. Insert $A=v_{\rm out}^{-1/2}Sv_{\rm in}^{1/2}$ and write $M=w/v$ for each set. Then $S^\dagger M_{\rm out}S=M_{\rm in}$, and multiplication by $S$ from the left gives

$$(M_{{\rm out},n}-M_{{\rm in},m})S_{nm}=0.$$

Every non-zero $S_{nm}$ forces its two ratios to be equal. If such elements link all channels, the weights are the speeds times one common constant.

These statements were tested on two different leads with complex hopping, each with two open modes and one decaying mode, joined to a random device. One lead had a singular $V$. Formula (9) agrees with directly matched waves to within $6\times10^{-8}$ in every element of $S$. The linear equations for the eight weights have one null direction (smallest singular values $6\times10^{-16}$ and 0.537), and it is proportional to the speeds. The short formula, with $u_n^{+\dagger}Gu_m^-$ inserted for $G_{nm}$, fails here: some element of $S^\dagger S$ misses its required value by 1.12.

For a total transmission the modes need not be found. Equation (7) implies $\Gamma=\sum_n\Gamma u_nu_n^\dagger\Gamma/(\hbar v_n)$ over open outgoing modes, since both sides have the same elements in the complete outgoing-and-decaying set. The same holds with incoming modes. Summing $|S_{nm}|^2$ from (9) for $p\ne q$ then gives

$$\sum_{nm}|S_{nm}|^2=\mathrm{Tr}\left[\Gamma_pG_{pq}\Gamma_qG_{pq}^\dagger\right]. \tag{11}$$

## The strip in numbers

The strip has mass $0.14\,m_0$, hard walls and a grid of 0.5 nm. Its defect is a Gaussian hill 0.10 eV high with a standard deviation of 1.5 nm, centred midway along the strip and 4 nm from one edge. The subbands start at 18.6, 74.2 and 165.7 meV, so two are open at 0.12 eV. Their values of $\hbar v/a$ are 0.6566 and 0.4443 eV.

From left mode 1 to right mode 1, $G=0.1290+1.2808i$ eV$^{-1}$, and

$$S=i(0.6566)(0.1290+1.2808i)=-0.841+0.085i.$$

For transmission into right mode 2 the factor is $\sqrt{0.6566\times0.4443}=0.540$ eV. With $G=-0.3593-0.7226i$ eV$^{-1}$ this gives $S=0.390-0.194i$. For reflection into mode 1, $G=0.1718-1.7239i$ eV$^{-1}$ gives $1.132+0.113i$ before the delta term and $0.132+0.113i$ after it.

The probabilities from left mode 1 are 0.0301 and 0.0655 for reflection into modes 1 and 2, and 0.7144 and 0.1900 for transmission. They add up to 1. The opening sum now follows. Mode 2 is slower by the factor $0.6566/0.4443=1.478$, so a given flux in it needs a larger squared amplitude:

$$0.0301+0.7144+1.478\,(0.0655+0.1900)=1.122.$$

For a wave arriving in mode 2 the ratio is inverted, and the sum falls below 1.

The total transmission is 1.67 out of 2. With $2e^2/h=77.48$ µS, the zero-temperature conductance is 129 µS, which corresponds to a two-terminal resistance of 7.75 kΩ. Of this, $h/(2e^2\cdot2)=6.45$ kΩ is the quantum contact resistance that a clean two-mode strip also has; the defect adds about 1.3 kΩ.

These parameters lie in the regime of a short few-layer InSe transistor channel, with rough values of 1.4 eV for the gap and 1000 cm²/Vs for the mobility. The electron density of the clean strip, $5.4\times10^{12}$ cm$^{-2}$, suits a gated channel, and the width of 12 nm keeps only two lateral subbands open at this energy, provided the film is thin enough that only the lowest subband normal to the layers is occupied. With the defect and all other settings fixed, halving the grid spacing changes the transmission by −0.2%, a mass 6% heavier, which allows for non-parabolicity in the clean strip but not for its change inside the defect, by +2%, and a width of 11.5 nm by −4%. Thermal smearing at 300 K, with the chemical potential held at 0.12 eV, lowers the conductance to 124 µS. The largest effect estimated here is scattering by anything other than the defect. The mobility implies a scattering time of 80 fs and mean free paths of 40 and 27 nm, so the channel is 0.40 and 0.60 mean free paths long. If each collision randomises the direction, about half of them reverse the electron, so the length for backscattering is roughly $2\ell$, where $\ell$ is the mean free path. With the rough incoherent transmission $1/(1+L/2\ell)$ for each clean mode, the two modes carry $0.83+0.77=1.60$ instead of 2, a loss of about one fifth. The resistance of real metal contacts, edge roughness, self-consistent charge and finite bias are not included.

## What each derivation assumes

The first derivation needs a lead in which one transverse component separates from the rest, so that the source equation becomes one-dimensional. It also needs a kinetic energy quadratic in momentum, which fixes the slope jump in (3). In return it shows where the factors come from: the emission amplitude supplies $1/v_m$, and the unscattered wave at the source supplies the delta term.

The second derivation needs periodicity, a Hermitian lead Hamiltonian and a complete outgoing-and-decaying set. It does not need orthogonal mode vectors, time-reversal symmetry or an invertible $V$. Flux orthogonality replaces transverse orthogonality, and $\Gamma$ performs the projection.

Neither derivation uses a Hermitian Hamiltonian inside the device. If absorption is represented there by a complex potential, (4) and (9) still give the scattering amplitudes, provided that $G$ contains the same potential. What is lost is the flux balance (10), and with it unitarity. The Green-function relation and the conservation law are therefore separate statements, joined by the same speeds.

The numerical output below lists the values in full.

## Calculated quantities

```
General leads: open modes per lead 2, decaying 1
Speed minus band slope, largest: 3.8e-09 (model units)
S from G minus S from matching, largest: 5.4e-08
Unitarity error of matched S: 9.8e-16
Unitarity error of short formula in these leads: 1.121
Two smallest singular values for weights: 6.3e-16, 0.537
Continuum barrier: |r|^2 = 0.6585, |S_RL|^2 = 0.3415
  grid 0.5000 nm: largest amplitude error 2.64e-02
  grid 0.1667 nm: largest amplitude error 2.90e-03
  grid 0.0556 nm: largest amplitude error 3.22e-04
  error ratio for threefold finer grid: 9.01
Strip: width 12.0 nm, length 16.0 nm, grid 0.5 nm
Mass 0.14 m0, energy 0.12 eV, hopping t = 1.0886 eV
Defect: 0.1 eV high, radius 1.5 nm, 4.0 nm from edge
Subband edges (meV): 18.63, 74.18, 165.72
Electron density, clean strip, 0 K: 5.43e+12 cm^-2
Mode 1: k = 0.6127 nm^-1, hbar v/a = 0.6566 eV, v = 4.988e+05 m/s
Mode 2: k = 0.4110 nm^-1, hbar v/a = 0.4443 eV, v = 3.375e+05 m/s
G(L1,L1) = 0.1718-1.7239j eV^-1, S = 0.1319+0.1128j
G(R1,L1) = 0.1290+1.2808j eV^-1, S = -0.8410+0.0847j
G(R2,L1) = -0.3593-0.7226j eV^-1, S = 0.3903-0.1940j
From L1: |S|^2 to L1,L2,R1,R2 = 0.0301, 0.0655, 0.7144, 0.1900
  sum with speeds 1.000000, without 1.1221
From L2: |S|^2 to L1,L2,R1,R2 = 0.0655, 0.1730, 0.1900, 0.5716
  sum with speeds 1.000000, without 0.9174
Strip S from G minus S from matching, largest: 1.8e-14
Total transmission: 1.6660 of 2 open modes
Conductance quantum 2e^2/h: 77.481 uS
Conductance at 0 K: 129.08 uS = 7.75 kOhm
Transmission, grid 0.25 nm: 1.6633
Non-parabolicity (gap 1.4 eV): mass 0.1489 m0, transmission 1.7004
Transmission, width 11.5 nm: 1.6025
kT at 300 K: 25.85 meV; thermal transmission 1.6055, conductance 124.40 uS
Scattering time for 1000 cm^2/Vs: 79.6 fs
Mean free path, modes 1 and 2 (nm): 39.7, 26.9
Channel length / mean free path: 0.40, 0.60
```
